# Surface energy from a linear fit of slab energies

**Q.** A slab calculation gives me one total energy. How can it contain a surface energy, when nearly all of it belongs to the interior?

**A.** One energy is not enough, but a series is. Take slabs of \(N=N_1,N_1+1,\dots\) identical layers, with the same surface cell of area \(A\) and the same two terminations. Let \(E_N\) be the total energy per surface cell. I assume that the slab is nonpolar and stoichiometric, so that its atoms make up exactly \(N\) layers of bulk. A macroscopic field across the slab would change the energy of every added layer, which would then differ from the field-free bulk energy.

Look at the increments \(D_N=E_{N+1}-E_N\). In a thick slab the extra layer can be regarded as inserted in the middle, where its surroundings are bulk-like. I therefore assume that \(D_N\) tends to a bulk energy per layer \(e_b\). Adding up the increments from \(N_1\) gives

\[
E_N-Ne_b=E_{N_1}-N_1e_b+\sum_{n=N_1}^{N-1}(D_n-e_b).
\]

If the deviations \(D_n-e_b\) die away fast enough for the sum to converge, the right side has a limit. It is the energy of a thick slab minus that of the same amount of bulk, which is the cost of making two faces. For equivalent faces with surface energy \(\gamma\) per area,

\[
E_N=Ne_b+2A\gamma+r_N,\qquad r_N\to0. \tag{1}
\]

The remainder \(r_N\) contains whatever the two faces still feel of each other.

**Q.** Then no fit is needed. I compute the bulk separately, with the best settings I can afford, and subtract.

**A.** Suppose your bulk calculation gives \(e'\) instead of \(e_b\). Inserting (1) into the subtraction formula gives

\[
\gamma_{\rm app}(N)=\frac{E_N-Ne'}{2A}
=\gamma+\frac{N(e_b-e')}{2A}+\frac{r_N}{2A}. \tag{2}
\]

The second term grows linearly with thickness. However small the mismatch, thicker slabs eventually make the answer worse. What matters is that \(e'\) equals the bulk energy which the slabs approach at their own settings. A more accurate bulk energy is a different number and also produces the drift.

**Q.** Why should a straight-line fit escape this? It also has to find a bulk energy.

**A.** It finds the one contained in the slab energies. Fit \(a+bN\) to \(M\) thicknesses by minimizing \(\sum_N(E_N-a-bN)^2\). Setting the derivative with respect to \(a\) to zero gives \(a=\bar E-b\bar N\), where bars denote means over the fitted slabs. Putting this into the condition for \(b\) gives

\[
b=\frac1S\sum_N(N-\bar N)E_N,\qquad S=\sum_N(N-\bar N)^2 .
\]

The intercept is therefore a weighted sum of the energies:

\[
a=\sum_N c_NE_N,\qquad c_N=\frac1M-\frac{\bar N(N-\bar N)}{S}. \tag{3}
\]

Since \(\sum_N(N-\bar N)=0\), the weights add to one. Since \(\sum_N(N-\bar N)N=S\), we also have \(\sum_Nc_NN=\bar N-\bar N=0\). Inserting (1) into (3) then leaves

\[
a=2A\gamma+\sum_Nc_Nr_N. \tag{4}
\]

The bulk energy has dropped out, whatever its value. The intercept is twice the surface energy of one cell, so it must be divided by \(2A\) to give \(\gamma\).

**Q.** An extrapolation to \(N=0\) must amplify numerical noise.

**A.** It does, by an amount that (3) gives. If the energies have independent errors of standard deviation \(\sigma\), the variance of \(a\) is \(\sigma^2\sum_Nc_N^2\). The cross term in the square of \(c_N\) sums to zero, so

\[
\sigma_a=\sigma\sqrt{\frac1M+\frac{\bar N^2}{S}}.
\]

For \(N=4,\dots,10\) we have \(M=7\), \(\bar N=7\) and \(S=28\), which gives \(\sigma_a=1.376\,\sigma\). Random sampling gave 1.367. With just two neighbouring slabs \(N\) and \(N+1\), \(\bar N=N+\tfrac12\) and \(S=\tfrac12\), so the factor is \(\sqrt{2N^2+2N+1}\), which grows as \(\sqrt2\,N\). A wide range of thicknesses is worth having.

**Q.** Everything rests on \(r_N\to0\), which you assumed. Show me a slab for which it can be derived.

**A.** Take a tight-binding model of a rock-salt (001) slab. Each layer has one cation and one anion per surface cell, with site energies \(+\Delta\) and \(-\Delta\). Electrons hop between nearest neighbours, a distance \(d\) apart, with matrix element \(-t\). The energy is the sum of the occupied levels, with two electrons per layer and cell. Ionic repulsion, self-consistency and relaxation are left out, so this is a model of the thickness dependence and not of a particular oxide.

The surface cell holds two sites of a square lattice, so \(A=2d^2\). Write the in-plane wave vector as \(k_xd=\pi(u+v)\), \(k_yd=\pi(u-v)\), with \(u\) and \(v\) between 0 and 1. The four in-plane neighbours contribute

\[
f=-2t(\cos k_xd+\cos k_yd)=-4t\cos\pi u\cos\pi v .
\]

Above each cation sits an anion, and the reverse. With Bloch phases taken at the actual site positions, a vertical hop carries no phase. The cation–anion coupling is then an \(N\times N\) matrix \(K\) with \(f\) on the diagonal and \(-t\) next to it, and

\[
H=\begin{pmatrix}\Delta&K\\K&-\Delta\end{pmatrix}.
\]

The eigenvectors of \(K\) are \(w_n=\sin n\theta\), because

\[
-t[\sin(n-1)\theta+\sin(n+1)\theta]=-2t\cos\theta\,\sin n\theta .
\]

The missing layers \(0\) and \(N+1\) require \(w_0=w_{N+1}=0\), hence \(\theta_j=\pi j/(N+1)\) with \(j=1,\dots,N\). The eigenvalues are \(\varepsilon_j=f-2t\cos\theta_j\). For each \(j\), \(H\) reduces to a \(2\times2\) matrix with diagonal \(\pm\Delta\) and off-diagonal \(\varepsilon_j\), whose levels are \(\pm\sqrt{\Delta^2+\varepsilon_j^2}\). The \(2N\) electrons fill the \(N\) negative levels, two in each. At one in-plane \(k\) point,

\[
E_N=\sum_{j=1}^{N}g(\theta_j),\qquad
g(\theta)=-2\sqrt{\Delta^2+(f-2t\cos\theta)^2}. \tag{5}
\]

**Q.** That is a sum, not a straight line.

**A.** Complete it to a full circle. The \(L=2(N+1)\) equally spaced angles \(2\pi l/L\) consist of \(0\), \(\pi\), the \(\theta_j\) and their mirror images \(-\theta_j\). As \(g\) is even, the sum over the circle is \(g(0)+g(\pi)+2E_N\).

Now expand \(g(\theta)=\sum_m\hat g_m e^{im\theta}\), with \(\hat g_m=\frac1{2\pi}\int_{-\pi}^{\pi}g\,e^{-im\theta}d\theta\). Summed over the circle, \(e^{im\theta}\) gives \(L\) if \(m\) is a multiple of \(L\) and zero otherwise. With \(\hat g_{-m}=\hat g_m\), the circle sum is \(L\hat g_0+2L\sum_{q\ge1}\hat g_{qL}\). Equating the two expressions and solving for \(E_N\),

\[
E_N=(N+1)\bar g-\frac{g(0)+g(\pi)}2+r_N,\qquad
r_N=2(N+1)\sum_{q\ge1}\hat g_{2q(N+1)}, \tag{6}
\]

where \(\bar g=\hat g_0\) is the mean of \(g\). In the infinite crystal \(\theta\) becomes \(k_zd\) and runs over the whole circle, so \(\bar g\) is the bulk energy per layer at this in-plane point. Averaging over the in-plane mesh, written \(\langle\cdot\rangle\), and comparing with (1),

\[
e_b=\langle\bar g\rangle,\qquad
2A\gamma=\Big\langle\bar g-\frac{g(0)+g(\pi)}2\Big\rangle. \tag{7}
\]

The in-plane mesh in \(e_b\) is that of the slab. This is the consistency that a separate bulk calculation must respect, along with a converged sampling of \(k_z\).

**Q.** Can I see from (7) that this is the cost of broken bonds?

**A.** Yes, for \(\Delta\gg t\). To leading order \(g\approx-2\Delta-(f-2t\cos\theta)^2/\Delta\). Its mean is \(-2\Delta-(f^2+2t^2)/\Delta\), since \(\cos^2\theta\) averages to one half. The mean of its values at \(0\) and \(\pi\) is \(-2\Delta-(f^2+4t^2)/\Delta\). The difference is

\[
2A\gamma\approx\frac{2t^2}{\Delta}.
\]

Second-order perturbation theory says the same. Two electrons on an anion gain \(2t^2/(2\Delta)=t^2/\Delta\) from each cation neighbour, and cleavage cuts two vertical bonds per cell.

**Q.** And how fast does \(r_N\) vanish?

**A.** As fast as the high Fourier coefficients of \(g\). For \(\Delta>0\), \(g\) is smooth on the real axis, and the integration path can be moved into the complex plane until the square root vanishes, where \(\cos\theta=(f\pm i\Delta)/2t\). With \(\theta=x+iy\) this means

\[
\cos x\cosh y=\frac f{2t},\qquad |\sin x|\sinh|y|=\frac{\Delta}{2t}.
\]

Let \(\kappa=|y|\) at this point. Moving the path by nearly \(\kappa\) gives a factor close to \(e^{-m\kappa}\) in \(\hat g_m\). At a distance \(s\) beyond the branch point \(g\) varies as \(\sqrt s\), and \(\int_0^\infty\sqrt s\,e^{-ms}ds\propto m^{-3/2}\). With \(m=2(N+1)\) and the prefactor in (6), the size of the remainder at large \(N\) follows

\[
|r_N|\sim\frac{e^{-2\kappa(N+1)}}{\sqrt{N+1}},
\]

apart from a constant and a possible oscillating factor. Because \(|\sin x|\le1\), the smallest \(\kappa\) has \(\sinh\kappa=\Delta/2t\) and occurs at \(f=0\).

For \(t=0.05\) and \(\Delta=0.1\) hartree, \(\sinh\kappa=1\) and \(\kappa=0.881\) per layer. Diagonalized slabs of 4 and 8 layers at \(f=0\) give 0.886 when the square-root factor is taken into account.

**Q.** Give me numbers I can check by hand.

**A.** Keep those parameters, with \(d=4\) bohr and \(A=32\) bohr². Use a \(2\times2\) in-plane mesh with \(u,v=\tfrac14,\tfrac34\). Every cosine is \(\pm1/\sqrt2\), so every point has \(f=\pm2t=\pm0.1\) hartree. The two signs give the same energy, because changing the sign of \(f\) merely exchanges \(\theta_j\) with \(\pi-\theta_j\). Thus, in hartree,

\[
E_N=-0.2\sum_{j=1}^N\sqrt{1+(1-\cos\theta_j)^2}.
\]

For \(N=4\) the angles are 36°, 72°, 108° and 144°, and the square roots are 1.01807, 1.21551, 1.64728 and 2.06701. Their sum is 5.94787, so \(E_4=-1.189574\) hartree, in agreement with the diagonalized value.

The end terms in (7) are \(-0.2(1+\sqrt5)/2=-0.323607\), and the bulk energy on this mesh is \(e_b=-0.302636\). Hence

\[
2A\gamma=-0.302636+0.323607=0.020971\ \text{hartree}.
\]

The fit to \(N=4,\dots,10\) has intercept 0.020969 hartree. Dividing by \(2A=64\) bohr² gives \(\gamma=3.276\times10^{-4}\) hartree/bohr², or 0.510 J/m². The estimate \(2t^2/\Delta=0.05\) hartree is more than twice the intercept, because the expansion behind it needs \(|f-2t\cos\theta|\ll\Delta\), whereas on this mesh \(|f-2t\cos\theta|\) reaches \(2\Delta\).

The intercept error is \(-1.5\times10^{-6}\) hartree relative to (7). For \(N=8,\dots,14\) it shrinks to \(-1.8\times10^{-10}\) hartree, as expected from the exponential decay of \(r_N\).

**Q.** Now let me use my well-converged bulk energy.

**A.** On a \(24\times24\) in-plane mesh it is \(e'=-0.299620\) hartree, so \(e_b-e'=-3.016\) millihartree per layer. Keep the \(2\times2\) slabs and subtract each bulk energy in turn. The apparent \(\gamma\), in \(10^{-4}\) hartree/bohr², is:

| \(N\) | matched bulk | \(24\times24\) bulk |
|---|---|---|
| 4 | 3.276 | 1.392 |
| 6 | 3.277 | 0.449 |
| 8 | 3.277 | −0.493 |
| 10 | 3.277 | −1.436 |

By (2) the drift per layer is \(-0.003016/64=-0.471\times10^{-4}\) hartree/bohr², and the last column follows it. The sign changes near \(N=0.020971/0.003016=6.95\). At 60 layers the apparent value is \(-25.0\times10^{-4}\), although each calculation is correct for its own mesh.

The matched column shows that a separate bulk energy is harmless when it is consistent. From five layers on it is even slightly closer to (7) than the fit, which still includes the four-layer slab. The advantage of the fit is that it needs no separate calculation to be matched.

**Q.** So the fitted 0.510 J/m² is the surface energy of the model?

**A.** It is the surface energy on a \(2\times2\) mesh. The fit removes the divergence, but not the sampling error of the slabs. Slabs on the \(24\times24\) mesh give \(4.037\times10^{-4}\) hartree/bohr², or 0.629 J/m². The coarse result is 19% below this. A perfectly straight line through the slab energies therefore says nothing about whether the in-plane mesh is adequate. That has to be checked by refining the mesh for the whole series.

**Q.** You chose an insulator. What happens if the gap closes?

**A.** For \(\Delta=0\), \(g=-2|f-2t\cos\theta|\). If \(|f|<2t\), it has kinks at \(\pm\theta_c\), where \(\cos\theta_c=f/2t\). The slope of \(f-2t\cos\theta\) there has magnitude \(2t\sin\theta_c\), so the slope of \(g\) jumps by \(-8t\sin\theta_c\). Integrating the Fourier integral by parts twice gives a factor \(-1/m^2\) times the integral of \(g''e^{-im\theta}\), in which the jumps dominate at large \(m\):

\[
\hat g_m\approx-\frac1{2\pi m^2}\,(-8t\sin\theta_c)\,2\cos m\theta_c
=\frac{8t\sin\theta_c}{\pi m^2}\cos m\theta_c .
\]

With \(m=2q(N+1)\) in (6),

\[
r_N\approx\frac{4t\sin\theta_c}{\pi(N+1)}\sum_{q\ge1}\frac{\cos[2q(N+1)\theta_c]}{q^2}.
\]

On a fixed in-plane mesh that contains points with \(|f|<2t\), the remainder thus falls only as \(1/N\), and it oscillates. The \(2\times2\) mesh would not show this, because there \(|f|=2t\) and \(\sin\theta_c=0\). On a \(5\times5\) mesh the largest \(|r_N|\) is \(1.64\times10^{-3}\) hartree for \(N=20\) to 39 and \(0.91\times10^{-3}\) for \(N=40\) to 79. Doubling the thickness reduces it by a factor of 1.8. The ratio is not exactly 2, mainly because the oscillation puts the two maxima at \(N=23\) and \(N=41\), for which \(1/(N+1)\) alone gives \(42/24=1.75\).

The fit to \(N=4,\dots,10\) now misses the true intercept, 0.0327 hartree, by \(-7.2\times10^{-4}\) hartree, or 2%. The corresponding error for the insulator, on its \(2\times2\) mesh, was 0.007%.

**Q.** Then I move the same seven-slab window to larger \(N\).

**A.** That need not help a metal. At fixed width \(S\) stays constant, and by (3) the weights grow in proportion to \(\bar N\), which can offset the \(1/N\) decay of \(r_N\). If the window is widened in proportion to its mean thickness, \(\sum_N|c_N|\) stays bounded and the error tends to zero, though not steadily. For the model insulator the exponential decay wins in either case. That decay belongs to short-range hopping. A long-range term such as a pairwise dispersion energy adds a remainder falling only as \(1/N^2\), even with a gap.

**Q.** In deposition work one face often carries a different termination. Is half the intercept still a surface energy?

**A.** No. The argument leading to (1) then gives \(A(\gamma_1+\gamma_2)\) in place of \(2A\gamma\), and half the intercept is the average over the two faces. To see this in the model, lower the cation level by 0.05 hartree in the outermost layer of neither, one or both faces, on the \(2\times2\) mesh. The intercepts are 0.020971, 0.004707 and \(-0.011557\) hartree. The mean of the first and last is

\[
\frac{0.020971-0.011557}{2}=0.004707\ \text{hartree},
\]

which is the value for the one-sided slab. A symmetric slab isolates one kind of face. A one-sided slab needs the clean face from a second series. The model has no electrostatics. A real one-sided slab generally carries a net dipole, and in a periodically repeated cell the resulting spurious field must be removed, for example by a dipole correction, before (1) is applied.

**Q.** A negative surface energy? The crystal should fall apart.

**A.** The level shift was imposed from outside, and its cost was not counted. The negative intercept is therefore not a cleavage energy. A real termination raises the same question of reference. If the faces carry \(n_i\) extra atoms of species \(i\) per cell, the same number at every thickness, the slab energies still lie on a line with slope \(e_b\), but the intercept includes those atoms. One has to subtract \(\sum_in_i\mu_i\), with chemical potentials \(\mu_i\) set by the surroundings, before calling the rest a surface energy. The fit settles the bulk reference, while the reference for the added atoms remains a separate choice. The remaining values are listed in the numerical output below.

## Numbers as computed

```
hopping t = 0.050 hartree, half gap delta = 0.100 hartree
layer spacing = 4.0 bohr, cell area A = 32.0 bohr^2
|f| on the 2x2 mesh: min 0.1000, max 0.1000 hartree
N | E_N (hartree) | gamma matched bulk | gamma 24x24 bulk (both 1e-4 hartree/bohr^2)
 4 | -1.18957443 | 3.27644 | 1.39155
 5 | -1.49220866 | 3.27671 | 0.92060
 6 | -1.79484459 | 3.27670 | 0.44937
 7 | -2.09748053 | 3.27670 | -0.02185
 8 | -2.40011644 | 3.27670 | -0.49307
 9 | -2.70275236 | 3.27670 | -0.96430
10 | -3.00538827 | 3.27670 | -1.43552
bulk energy per layer, 2x2 mesh   = -0.30263592 hartree
bulk energy per layer, 24x24 mesh = -0.29962010 hartree
mismatch e_b - e_other = -3.01582 millihartree per layer
fit slope     = -0.30263574 hartree per layer
fit intercept = 0.02096943 hartree
end terms [g(0)+g(pi)]/2 = -0.32360680 hartree
intercept from integral  = 0.02097088 hartree
fit intercept error, N=4..10 = -1.45e-06 hartree
fit intercept error, N=8..14 = -1.84e-10 hartree
gamma from fit = 3.27647 1e-4 hartree/bohr^2
gamma from fit = 0.5101 J/m^2
gamma with 24x24 bulk at N=60: -24.9966 1e-4 hartree/bohr^2
drift of gamma per layer = -0.47122 1e-4 hartree/bohr^2
sign-change thickness N0 = 6.954 layers
gamma from fit to 24x24 slabs = 4.03708 1e-4 hartree/bohr^2
gamma from fit to 24x24 slabs = 0.6285 J/m^2
fit weights c_N, N=4..10 = 0.8929 0.6429 0.3929 0.1429 -0.1071 -0.3571 -0.6071
noise factor of intercept: formula 1.3758, sampled 1.3672
decay constant kappa at f=0: formula 0.8814, from slabs 0.8862 per layer
metal, 5x5 mesh: largest |r_N| N=20..39 1.638e-03 hartree
metal, 5x5 mesh: largest |r_N| N=40..79 9.127e-04 hartree
metal, fit intercept error N=4..10 = -7.203e-04 hartree
metal, true intercept = 0.032699 hartree
cation level shift on modified face = -0.050 hartree
intercept, modified faces: clean = 0.0209709 hartree
intercept, modified faces: one   = 0.0047072 hartree
intercept, modified faces: both  = -0.0115565 hartree
```
